# Two decay lengths of an acceptor hole bound by a zero-range centre, part 2

A hole is bound to a deep acceptor, modelled as a zero-range centre. Hole energies are counted upward from the valence-band edge, and the bound hole has energy $-E$, $E>0$. The spherical four-band model has spin $J=3/2$, Luttinger parameters $\gamma_1,\gamma_2,\gamma_3$, $\gamma=(2\gamma_2+3\gamma_3)/5$ and free electron mass $m_0$. It omits the split-off band, which lies at the spin-orbit splitting $\Delta$. The heavy and light masses ($j=h,l$) are $m_0/(\gamma_1\mp2\gamma)$, and $\kappa_j=\sqrt{2m_jE}/\hbar$.

The contact source $(H+E)\psi=\delta(\mathbf r)\chi$, with $H$ the band Hamiltonian and $\chi$ any constant four-spinor, gives one fourfold level:

$$\psi(\mathbf r)=\left[f_0(r)+f_2(r)Q(\hat{\mathbf r})\right]\chi,$$

$$f_0=\frac Cr\left(m_he^{-x_h}+m_le^{-x_l}\right),$$

$$f_2=\frac Cr\left[m_he^{-x_h}\left(1+\frac3{x_h}+\frac3{x_h^2}\right)-m_le^{-x_l}\left(1+\frac3{x_l}+\frac3{x_l^2}\right)\right].$$

Here $x_j=\kappa_jr$, $Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54$ and $Q^2=1$. $Q$ is $+1$ for spin projections $\pm3/2$ along $\mathbf n$ and $-1$ for $\pm1/2$. With spin quantized along $z$ and $\theta$ the angle from $z$, the diagonal element of $Q(\hat{\mathbf r})$ for $\chi=|3/2\rangle$ is $P_2=(3\cos^2\theta-1)/2$.

The contact length $a$ characterizes the centre:

$$\frac1a=\frac{m_h\kappa_h+m_l\kappa_l}{m_h+m_l}.$$

Equivalently, a contact attraction of strength $\lambda$ with wave-vector cutoff $\Lambda$ requires

$$\frac1\lambda=\sum_j\frac{m_j}{\hbar^2}\left[\frac{\Lambda}{2\pi^2}-\frac{\kappa_j}{2\pi^2}\arctan\frac{\Lambda}{\kappa_j}\right].$$

For large $\Lambda$ the bracket becomes $I(\kappa_j)$, with $I(\kappa)=\Lambda/2\pi^2-\kappa/4\pi$.

For normalized $\chi$,

$$C=\left[4\pi\left(\frac{m_h^2}{\kappa_h}+\frac{m_l^2}{\kappa_l}\right)\right]^{-1/2},\qquad w_h=\frac{m_h^{3/2}}{m_h^{3/2}+m_l^{3/2}},$$

where $w_h$ is the heavy-band weight.

In Fourier space $g_j=(2m_j/\hbar^2)/(k^2+\kappa_j^2)$, and the norm is half the sum of the integrals of $g_h^2$ and $g_l^2$, using

$$\int\frac{d^3k}{(2\pi)^3}\frac1{(k^2+\kappa^2)^2}=\frac1{8\pi\kappa}.$$

The d-wave weight $w_d$ is the integral of $(g_h-g_l)^2/4$ divided by the norm. The mixed integral it needs follows from partial fractions:

$$\int\frac{d^3k}{(2\pi)^3}\frac1{(k^2+\kappa_h^2)(k^2+\kappa_l^2)}=\frac{I(\kappa_l)-I(\kappa_h)}{\kappa_h^2-\kappa_l^2}=\frac1{4\pi(\kappa_h+\kappa_l)} .$$

Let $s=\kappa_l/\kappa_h$, so that $m_l/m_h=s^2$. In units of the integral of $g_h^2$, that of $g_l^2$ is $s^4/s=s^3$ and that of $g_hg_l$ is $2s^2/(1+s)$. Hence

$$w_d=\frac{\tfrac14\left[1+s^3-4s^2/(1+s)\right]}{\tfrac12(1+s^3)}=\frac{1+s^3-4s^2/(1+s)}{2(1+s^3)} .$$

It is zero for equal masses and approaches $1/2$ when the light mass is negligible.

For germanium take the rough band parameters $\gamma_1=13.4$, $\gamma_2=4.2$ and $\gamma_3=5.7$, and choose $E=0.1$ eV. Then $\gamma=(8.4+17.1)/5=5.1$, and the masses are $m_h=m_0/3.2=0.3125\,m_0$ and $m_l=m_0/23.6=0.0424\,m_0$. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$\kappa_h=\sqrt{\frac{0.3125\times0.1}{0.0381}}=0.906\ \text{nm}^{-1},\qquad \kappa_l=\sqrt{\frac{0.0424\times0.1}{0.0381}}=0.334\ \text{nm}^{-1}.$$

The decay lengths are 1.10 nm and 3.00 nm. Their ratio, 2.72, is the square root of the mass ratio 7.375. The contact length is $a=1.19$ nm. In the four-band model the heavy band holds 95.2 % of the norm, the d-wave 31 %, and the root-mean-square radius is 1.35 nm. The split-off band, discussed below, changes the weights noticeably.

The light band has less than 5 % of the norm, yet the light exponential owns the tail. These are two different divisions of the state: the projection onto either band alone has a tail falling as $1/r^3$, which cancels only in the sum. The two terms of $f_0$ are equal where $e^{(\kappa_h-\kappa_l)r}=m_h/m_l$, that is, at

$$r=\frac{\ln 7.375}{0.906-0.334}\ \text{nm}=3.49\ \text{nm}.$$

At 10 nm the light term exceeds the heavy one about forty times. Anything that depends on the far tail, such as the overlap with a distant neighbour, is thus governed by the light mass, although the heavy band holds most of the norm.

The tail also has a definite spin structure. At large $r$

$$\psi\to\frac{Cm_le^{-\kappa_lr}}{r}\left[1-Q(\hat{\mathbf r})\right]\chi,$$

which has spin projection $\pm1/2$ along $\hat{\mathbf r}$. For $\chi=|3/2\rangle$ the density follows from $(1-Q)^2=2(1-Q)$ and is proportional to $2(1-P_2)=3\sin^2\theta$: a ring around the equator. For $\chi=|1/2\rangle$ the diagonal element of $Q$ is $-P_2$, and the density goes as $2(1+P_2)=1+3\cos^2\theta$.

The limit is approached slowly. The amplitudes for projections $\pm1/2$ and $\pm3/2$ along $\hat{\mathbf r}$ are $f_0-f_2$ and $f_0+f_2$, and the second retains light terms smaller by only one power of $r$. Averaged over directions, the $\pm1/2$ share of the density is 0.9775 at 1 nm, 0.995 at 2 nm, 0.878 at 5 nm and 0.960 at 20 nm. The large share near the centre, where the heavy band dominates, is no contradiction. A heavy hole has projection $\pm3/2$ along its wave vector, not along $\mathbf r$. The bound state superposes plane waves of all directions, and their interference decides the projection along $\mathbf r$. The heavy-band part taken alone has a $\pm1/2$ share of 0.98 at 0.5 nm.

Between 1 and 2 nm the share reaches 1, at a zero of $f_0+f_2$. Adding the two functions gives

$$f_0+f_2=\frac Cr\left[m_he^{-x_h}\left(2+\frac3{x_h}+\frac3{x_h^2}\right)-m_le^{-x_l}\left(\frac3{x_l}+\frac3{x_l^2}\right)\right].$$

Near the origin this tends to $C(m_h+3m_l)/2r$, which is positive. Far away the light term wins and the sum is negative, so it must vanish in between. For $\chi=|3/2\rangle$ on the $z$ axis, $Q=+1$ and $f_0+f_2$ is the only nonzero component. The whole wave function is therefore zero at two points on the axis, in the four-band model at $z=\pm1.65$ nm. A single exponential could not produce such a node. On this axis the leading light term has cancelled, but the light decay length survives in the weaker terms.

These statements were tested against calculations that do not use the closed wave function. Diagonalizing the contact attraction with $\Lambda=400$ nm⁻¹ and the strength belonging to $a=1.19$ nm gave a binding energy of 0.1003 eV. The excess of 0.3 % is the size expected from the next term of the arctangent, which changes $\kappa_j$ by the relative amount $2\kappa_j/\pi\Lambda$ and the energy by twice that.

In a second test the centre was a local Gaussian well, $-V_0e^{-r^2/R^2}$, acting on the s-wave and the d-wave alike, with $V_0$ adjusted for each $R$ to keep $E=0.1$ eV. Between 1 and 6 nm the ratio $f_2/f_0$ differed from the zero-range ratio by at most 4.5 %, 1.2 % and 0.3 % for $R=0.2$, 0.1 and 0.05 nm. The error falls about fourfold when the radius is halved, as expected for corrections of order $R^2$. For the narrowest well, $rf_0$ between 0.3 and 10 nm was fitted by two exponentials with free lengths and amplitudes. The fit returned 1.104 nm and 2.999 nm, and an amplitude ratio of 0.1355 against $m_l/m_h=0.1356$. The well also has the node, at 1.65 nm.

Real acceptors differ from the model in several ways. Shallow acceptors in germanium bind a hole by roughly 10 meV, mainly through their Coulomb field, and are not zero-range centres. Deep acceptors such as copper and zinc have levels from some tens to some hundreds of meV, and 0.1 eV is a round value in that range. These two can bind more than one hole, zinc two and copper three. The one-hole model then describes at best the state with a single hole left, bound to a centre of charge two or three. One assumption that is clearly broken is the absence of a long-range field: an acceptor that has lost its hole is negatively charged and attracts the hole at all distances. To size this, a Gaussian core of radius 0.2 nm was used, with and without the field of one charge screened by a dielectric constant of 16, again at fixed $E$. The core alone has a root-mean-square radius of 1.50 nm, 12 % above the zero-range value, and its node is at 1.69 nm. With the Coulomb field the radius becomes 1.80 nm and the node moves to 2.10 nm, increases of 20 % and 24 % over the core alone. For a doubly charged centre, as in zinc, the same estimate gives 2.22 nm and 2.64 nm. In this model the Coulomb field alone, without any core, binds a hole by about 9, 35 and 79 meV for charges one, two and three. At $E=0.1$ eV a triply charged centre would thus be held mainly by its field, and the zero-range model would not suit it. The well depths needed, 17 eV for the core alone and 14 eV with the field of one charge, are parameters of an effective-mass model pushed to atomic distances, where it is not valid, and should not be read as real potentials.

The decay constants survive the Coulomb field when $E$ is held fixed, because the Coulomb potential energy vanishes at infinity. It changes the power of $r$ in front. For one band, inserting $r\psi\sim r^{\nu}e^{-\kappa r}$ into the radial equation and comparing terms in $1/r$ gives

$$\frac{\hbar^2\kappa\nu}{m}=\frac{e^2}{4\pi\varepsilon_0\varepsilon},\qquad \nu=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,\frac{\kappa}{2E},$$

where $\varepsilon$ is the dielectric constant and $m=\hbar^2\kappa^2/2E$ was used. In the example $\nu$ is 0.15 for the light exponential and 0.41 for the heavy one. The lengths are then hard to read off at moderate distances. For the core with the Coulomb field, an unweighted fit of $rf_0$ between 1 and 8 nm by two plain exponentials gives about 1.5 nm instead of 1.10 nm for the heavy length and does not recover the light one. Without the field the same fit returns both lengths correctly. With the field and the two powers of $r$ included it gives 0.92 and 2.4 nm, still well off 1.10 and 3.00 nm, because the leading asymptotic form is not accurate enough in this range. Farther out it improves: between 4 and 20 nm, with all points given the same relative weight, the fit with both powers returns 1.06 and 3.00 nm.

The split-off band changes the light length itself. For $\mathbf k$ along $z$ the p-like orbital states have the inverse masses $\gamma_1+4\gamma$ (longitudinal) and $\gamma_1-2\gamma$ (transverse), in units of $1/m_0$. The light-hole state contains them with weights 2/3 and 1/3, the split-off state with weights 1/3 and 2/3. Their diagonal elements are therefore $\gamma_1+2\gamma$ and $\gamma_1$, and the coupling is $\tfrac{\sqrt2}{3}\cdot6\gamma=2\sqrt2\,\gamma$. With $K=\hbar^2\kappa^2/2m_0$ the decaying solutions obey

$$\left[E-(\gamma_1+2\gamma)K\right]\left[E+\Delta-\gamma_1K\right]=8\gamma^2K^2 .$$

For a rough $\Delta=0.3$ eV the smaller root gives a light length of 3.14 nm, 4.8 % longer than in the four-band model. The heavy hole, with projection $\pm3/2$, has no split-off partner, and its length is unchanged. Within one or two nanometres of the centre the effect is larger, because the wave vectors that matter there give the light hole a kinetic energy comparable with $\Delta$. With the same contact source and the split-off band included, the heavy-band weight falls from 95 % to about 81 %, the d-wave weight from 31 % to about 24 % (with the split-off component, which is itself d-wave, included), and the node on the axis moves from 1.65 nm to about 2.1 nm. For spherical bands the node and the two lengths remain, joined by a third, shorter length of 0.63 nm from the larger root. The four-band figures near the centre are only a rough guide to germanium at this binding energy. In silicon $\Delta$ is only about 0.04 eV, and a four-band treatment of a level this deep would not be justified. The direct gap of germanium, roughly 0.9 eV, is nine times $E$, which suggests a further correction of order a tenth to the light mass; it has not been computed here.

Warping matters more for the heavy hole. Taking the masses along the crystal axes, the heavy length is 1.38 nm along [100] and 0.87 nm along [111], which is 25 % above and 21 % below the spherical value. The light length, 2.88 and 3.07 nm, stays within 4 %. These are estimates from the bands along each axis, not solutions of the warped bound-state problem. Along [100] the heavy value is not a true decay length of the bound state. The heavy energy surface is dented there, and components with a small transverse wave vector decay more slowly, some with a length of about 1.7 nm. The light length remains the longest, so the light hole still governs the far tail. The node is sensitive to warping too. In the four-band model with a contact source, and with the spin quantized along the axis considered, it lies at about 1.2 nm along [001] and 1.7 nm along [111]. Along [110] the state with projection 3/2 has no exact zero, because warping mixes in a second spin component. These positions leave out the split-off band, just as the value 2.1 nm leaves out warping. The two corrections act together near the centre and cannot be assumed to add, so these figures do not bracket the node in real germanium.

For an acceptor that can bind only one hole, the isolated, occupied centre is a reasonable picture at liquid-nitrogen temperature and moderate doping. A double acceptor such as zinc, if uncompensated, would mostly keep two holes under these conditions. For $N_A=10^{16}$ cm⁻³ single acceptors without compensation, the free-hole density $p$ obeys

$$\frac{p^2}{N_A-p}=\frac{N_v}{4}e^{-E/k_BT},$$

where the factor 4 counts the quartet and $N_v=6.0\times10^{17}$ cm⁻³ is the effective density of both bands at 77 K. With $k_BT=6.64$ meV only 0.2 % of the acceptors are ionized. The length $N_A^{-1/3}$ is 46 nm, but for randomly placed acceptors the nearest neighbour is on average only 26 nm away. That is still more than eight light-hole lengths, so the overlap of neighbouring tails is typically small. Most of the figures are in the numerical output below.

## Calculated quantities

```
gamma1, gamma2, gamma3, spherical gamma: 13.4, 4.2, 5.7, 5.10
binding energy E = 0.100 eV; hbar^2/2m0 = 0.03810 eV nm^2
heavy, light mass = 0.3125, 0.0424 m0; ratio 7.375
kappa heavy, light = 0.9057, 0.3335 1/nm
decay length heavy, light = 1.104, 2.999 nm
ratio of lengths = 2.716
contact length a = 1.194 nm
normalization C (masses in m0) = 0.8384 nm^-1/2
r (nm) | C mh e^-xh, C ml e^-xl, r f0, r f2 (nm^-1/2) | +-1/2 share
  0.5 | 1.666e-01 3.007e-02 1.967e-01 -1.080e-01 | 0.9220
  1.0 | 1.059e-01 2.545e-02 1.314e-01 -9.674e-02 | 0.9775
  2.0 | 4.282e-02 1.823e-02 6.105e-02 -7.031e-02 | 0.9951
  5.0 | 2.829e-03 6.705e-03 9.534e-03 -2.088e-02 | 0.8778
 10.0 | 3.055e-05 1.265e-03 1.296e-03 -2.703e-03 | 0.8898
 20.0 | 3.563e-09 4.507e-05 4.507e-05 -6.838e-05 | 0.9595
radius where the two s-wave terms are equal = 3.49 nm
axis node for chi=3/2: zero-range 1.646 nm, 0.05 nm well 1.649 nm
heavy-band, light-band weight = 0.9524, 0.0476
norm by quadrature = 1.0000000
d-wave weight: quadrature 0.31122, formula 0.31122
rms radius = 1.346 nm
equation residual: both, heavy only, light only = 6.2e-05, 3.4e-04, 3.1e-04
d-wave inverse power near r=0: heavy only 3.000, both 1.000
cutoff contact model (400 1/nm): E = 0.10028 eV
Gaussian well 0.20 nm: max error of f2/f0, 1-6 nm = 4.52 %
Gaussian well 0.10 nm: max error of f2/f0, 1-6 nm = 1.18 %
Gaussian well 0.05 nm: max error of f2/f0, 1-6 nm = 0.30 %
free fit: lengths 1.104, 2.999 nm; amplitude ratio 0.1355 (ml/mh = 0.1356)
NEGLECTED: core radius 0.20 nm, dielectric constant 16
core only: depth 16.86 eV, rms 1.501 nm, d-wave 0.2998, node 1.689 nm
core + Coulomb: depth 14.06 eV, rms 1.801 nm, d-wave 0.2972, node 2.100 nm
Coulomb extra power of r in tail: heavy 0.408, light 0.150
split-off band (Delta 0.30 eV): light length 3.142 nm, change 4.8 %
warped bands along [100]: heavy, light length = 1.380, 2.882 nm
warped bands along [111]: heavy, light length = 0.873, 3.074 nm
E / direct gap (0.9 eV) = 0.111
at 77 K: kT = 6.64 meV; band density 5.98e+17 cm^-3
acceptors 1e+16 cm^-3: ionized fraction 2.06e-03, spacing N^(-1/3) = 46.4 nm
```
